# Can adsorbates taking electrons explain percent-level resistance changes in copper films?

## Problem

A copper film of thickness \(d=10\) nm carries \(N=10^{18}\) adsorbates per square metre on its top face. Each adsorbate takes one conduction electron out of the film and holds it just outside the surface.

(a) What fraction of the conduction electrons is lost?

(b) How much can this loss raise the sheet resistance, if the way the surfaces reflect electrons is held fixed?

(c) Can the loss account for a resistance change of 1 % or more, and for which coverages and thicknesses would the answer be different?

(d) How large a change in surface reflection would give 1 %?

Take one free electron per atom. As model inputs, chosen close to copper at room temperature, use \(a=0.361\) nm for the cubic lattice constant and \(l=39\) nm for the bulk mean free path. Each face returns a fraction of the arriving electrons specularly, with their motion along the film intact, and scatters the rest diffusely. These fractions, the specularities, are \(p\) at the bottom and \(q\) at the top. They are taken as independent of angle, with the chosen values \(p=q=0.5\). Equations are in Gaussian units.

## Solution

### (a) Counting the carriers

The face-centred cubic cell holds four atoms, so the carrier density is

\[
n=\frac{4}{a^3}=\frac{4}{(0.361\ \text{nm})^3}=85.0\ \text{nm}^{-3}.
\]

Each square nanometre of film contains \(nd=850\) carriers. The coverage is \(N=1\ \text{nm}^{-2}\), so the fraction lost is

\[
x=\frac{N}{nd}=\frac{1}{850}=0.118\ \%.
\]

This is not yet a resistance change. The resistance also depends on where the electrons are missing and on how the loss alters the scattering of those that remain.

### (b) From carriers to resistance

**Where the electrons are missing.** Filling a sphere of wavevectors with two spin states each gives \(n=2\,(4\pi k_F^3/3)/(2\pi)^3\), hence

\[
k_F=(3\pi^2 n)^{1/3},\qquad E_F=\frac{\hbar^2k_F^2}{2m}.
\]

For this film \(E_F=7.05\) eV. The negative adsorbates, treated as a smooth sheet of charge, raise the potential energy of an electron near the face by \(U(z)\), where \(z\) is for the moment the depth below the top face. The local kinetic energy at the Fermi level falls to \(E_F-U\). Since density varies as the \(3/2\) power of that energy,

\[
n(z)=n\left(1-\frac{U}{E_F}\right)^{3/2}\approx n-\frac{3nU}{2E_F}.
\]

The missing electrons leave a positive charge density \(\rho=3neU/(2E_F)\). Poisson's equation for the electric potential is \(\varphi''=-4\pi\rho\). Because \(U=-e\varphi\), the two minus signs cancel:

\[
U''=4\pi e\rho=\frac{U}{\lambda^2},\qquad \frac{1}{\lambda^2}=\frac{6\pi n e^2}{E_F}.
\]

The solution that vanishes deep in the metal is \(U\propto e^{-z/\lambda}\), with \(\lambda=0.055\) nm. The density deficit has the same shape and must integrate to \(N\), so its value at the face, relative to \(n\), is \(N/(n\lambda)=0.01176/0.0553=21\ \%\). Solving the equation without the linear approximation also gives 21 %, and places 95 % of the missing charge within \(3\lambda\), or 0.17 nm.

A length this far below the atomic spacing should not be read as a detailed profile, since the model ignores the atoms. We keep only two of its features, that the deficit lies at the face and that the interior keeps its density, and replace the profile by a fully depleted layer containing the same number of missing electrons. This is a model choice. A graded profile changes the flight path by an amount that depends on angle, and it affects grazing electrons most, which carry more than their share of the current in a thin film. Its response can therefore be larger than that of the layer, and for classical trajectories in the exponential profile it can exceed the limit of 2 derived below. The surface-depletion results below belong to the layer model. The thickness of the layer is

\[
\delta=\frac{N}{n}=0.0118\ \text{nm},\qquad \frac{\delta}{d}=\frac{N}{nd}=x .
\]

**Conductance of the film.** In the bulk, a field \(\mathcal E\) acting for the relaxation time \(\tau\) gives electrons the drift velocity \(-e\mathcal E\tau/m\). Multiplying by the charge density \(-ne\) gives the conductivity \(\sigma_0=ne^2\tau/m\), with \(l=v_F\tau\).

In the film, let \(z\) now run from the bottom face at \(0\) to the top face at \(d\). Let \(u\) be the magnitude of the cosine between the velocity and the film normal. Write \(g_+\) and \(g_-\) for the field-induced change in the distribution of upward and downward electrons, divided by its bulk value. The steady Boltzmann equation balances motion across the film, relaxation and driving:

\[
ul\,\frac{dg_+}{dz}+g_+=1,\qquad -ul\,\frac{dg_-}{dz}+g_-=1 .
\]

The solutions are

\[
g_+=1-A\,e^{-z/(ul)},\qquad g_-=1-B\,e^{-(d-z)/(ul)} .
\]

The diffusely scattered part carries no current on average, so \(g_+(0)=p\,g_-(0)\) and \(g_-(d)=q\,g_+(d)\). With \(k=d/l\), \(y=k/u\) and \(E=e^{-y}\), these conditions read

\[
1-A=p(1-BE),\qquad 1-B=q(1-AE).
\]

Substituting each into the other gives

\[
A=\frac{1-p+p(1-q)E}{1-pqE^2},\qquad B=\frac{1-q+q(1-p)E}{1-pqE^2}.
\]

The average of either exponential over the thickness is \((1-E)/y\). The mean of \(g_+\) and \(g_-\) over the film is therefore

\[
f(y)=1-\frac{1-E}{2y}\,\frac{2-p-q+(p+q-2pq)E}{1-pqE^2}.
\]

Each direction contributes to the current in proportion to the squared velocity component along the field. Averaged around the normal, this is proportional to \(1-u^2\), whose integral from 0 to 1 is \(2/3\). The sheet conductance is thus

\[
G=\sigma_0\,d\,F(k),\qquad F(k)=\frac32\int_0^1(1-u^2)\,f(k/u)\,du .
\]

Here \(k=10/39=0.256\), and the integral gives \(F=0.5735\). Marching the Boltzmann equation numerically across the film gives the same value to these digits. The inputs imply a bulk resistivity of 1.69 µΩ cm and a clean-film sheet resistance \(R=1/G\) of 2.9 ohm.

**How strongly \(F\) can respond.** Define

\[
\eta=\frac{d\ln F}{d\ln k}.
\]

For \(pq<1\), this number lies between 0 and 1. To see why, examine the three factors in \(1-f\):

\[
\frac{1-E}{y}=\int_0^1e^{-sy}\,ds,\qquad \frac{1}{1-pqE^2}=\sum_{j\ge0}(pq)^j e^{-2jy},
\]

and the numerator, in which \(p+q-2pq=p(1-q)+q(1-p)\ge0\). Each factor is a sum of constants or decaying exponentials with non-negative weights, and so is their product. Hence \(1-f\) decreases and is convex, which means that \(f\) increases and is concave. As \(y\to0\), \(E\to1\) and

\[
f(0)=1-\frac{2-2pq}{2(1-pq)}=0 .
\]

A concave function starting from zero has a slope that falls with \(y\), so \(f(y)=\int_0^yf'(s)\,ds>y f'(y)>0\). Since \(k\,\partial f(k/u)/\partial k=yf'(y)\), integrating over \(u\) with the positive weight \(1-u^2\) gives \(0<kF'(k)<F\), or \(0<\eta<1\).

For the example \(\eta=0.378\). Evaluated for twenty films with \(k\) from \(10^{-3}\) to 10 and reflection from diffuse to nearly specular, \(\eta\) runs from 0.0004 to 0.86, inside the proven limits.

**Depletion at the surface.** The interior density, \(\sigma_0\) and \(l\) stay fixed while \(d\) falls to \(d-\delta\). From \(G=\sigma_0dF(d/l)\),

\[
\frac{d\ln G}{d\ln d}=1+\eta .
\]

The 1 counts the lost conductor. The \(\eta\) appears because electrons in a thinner film meet its faces more often. To first order,

\[
\frac{\Delta R}{R}\approx(1+\eta)x=1.378\times0.1176\ \%=0.162\ \%,
\]

which is 4.8 milliohm. Within the layer model, a bound that holds for any fixed specularities with \(pq<1\) follows from \(\eta<1\):

\[
\ln\frac{G(d)}{G(d-\delta)}=\int_{d-\delta}^{d}(1+\eta)\,\frac{dd'}{d'}<2\ln\frac{d}{d-\delta}=-2\ln(1-x).
\]

With \(R'\) the resistance after the loss,

\[
\frac{R'}{R}<\frac{1}{(1-x)^2},
\]

so the rise is below 0.236 %.

**Depletion spread through the film.** Screening rules out this distribution here, but it shows how much the placement of the loss matters. Now \(n\) falls everywhere by the fraction \(x\) at fixed \(d\). Let \(\tau\propto E_F^{\,r}\). Since \(E_F\propto n^{2/3}\) and \(v_F\propto n^{1/3}\),

\[
\tau\propto n^{2r/3},\quad \sigma_0\propto n^{1+2r/3},\quad l\propto n^{(1+2r)/3},\quad k\propto n^{-(1+2r)/3}.
\]

Adding the exponents of \(\sigma_0\) and \(F\) gives

\[
\frac{d\ln G}{d\ln n}=1+\frac{2r}{3}-\eta\,\frac{1+2r}{3}.
\]

Consider \(-1/2\le r\le3/2\), from a mean free path independent of energy to a relaxation time growing as the cube of the velocity. The expression does not increase with \(\eta\). It is \(1+2r/3\le2\) at \(\eta=0\) and \(2/3\) at \(\eta=1\). The response therefore stays between \(2/3\) and 2, and integrating over \(\ln n\) gives the same bound \((1-x)^{-2}\).

The table holds \(p=q=0.5\) fixed in the four computed cases. The bounds apply to the depleted layer and to the uniform loss, for any fixed specularities with \(pq<1\); they do not cover a graded profile.

| Case | Carriers lost | Rise in \(R\) |
|---|---:|---:|
| Surface depletion | 0.118 % | 0.162 % |
| Uniform, \(r=-1/2\) | 0.118 % | 0.0785 % |
| Uniform, \(r=0\) | 0.118 % | 0.103 % |
| Uniform, \(r=3/2\) | 0.118 % | 0.176 % |
| Bound, one face covered | 0.118 % | below 0.236 % |
| Bound, both faces covered | 0.235 % | below 0.472 % |

Among these cases, placement and energy dependence change the answer by about a factor of two, and none reaches 1 %.

### (c) When carrier loss is too small, and when it is not

For the stated film, the loss of carriers cannot explain a 1 % rise in either the layer model or the uniform one. A response exponent near \(1/0.1176=8.5\) would be needed, against a limit of 2 in both. The coverage and thickness limits that follow are those of the layer model.

The conclusion depends on coverage and thickness. The bound excludes a 1 % rise as long as \((1-x)^{-2}\le1.01\), which means

\[
x\le1-\frac{1}{\sqrt{1.01}}=0.50\ \% .
\]

At \(d=10\) nm this corresponds to a coverage of about \(0.0050\times850=4.2\ \text{nm}^{-2}\). At the original coverage it corresponds to a thickness of about \(1/(85.0\times0.0050)=2.4\) nm. Beyond these limits the bound no longer decides the question. The carrier loss itself reaches 1 % at 8.5 adsorbates per nm², or at a thickness of 1.2 nm. From there on, surface depletion raises \(R\) by more than 1 % in this model for any fixed specularities with \(pq<1\), because the response \(1+\eta\) exceeds 1. Between the two limits the general bound is not enough, and the rise has to be computed for the given specularities.

These limits are properties of the model and lie outside the range where it describes a real film. The field between the adsorbates and the metal is \(4\pi eN\), already 18 V/nm at 1 nm\(^{-2}\) and 76 V/nm at 4.2 nm\(^{-2}\). At the higher coverage each 0.1 nm of gap costs an electron 7.6 eV, more than the work function of copper (4.5 to 5 eV), so a full electron per adsorbate cannot be expected there. Films of 2.4 and 1.2 nm hold only about \(k_Fd/\pi=10\) and 5 subbands, too few for the semiclassical film formula.

A (111) copper face has 17.7 atoms per nm², so the example covers 5.6 % of a monolayer. One adsorbate per surface atom, each taking a full electron, would remove 2.1 % of the carriers. In that case carrier loss could not be dismissed. It would also equal the whole electron content of one atomic layer, a transfer no real adsorbate layer should be assumed to reach. The linear screening estimate fails well before this: \(N/(n\lambda)\) is already 89 % at 4.2 nm\(^{-2}\) and exceeds 100 % at 8.5 nm\(^{-2}\).

### (d) The change in reflection that gives 1 %

Now hold the carrier number fixed and lower only the top specularity. Solving \(F(p,q)/F(p,q')=1.01\) at \(p=q=0.5\) gives \(q'=0.4785\), a drop of 0.0215. Inserting \(q'\) into the numerically marched Boltzmann equation again gives a rise of 1.00 %.

To relate this to the adsorbates, suppose each one makes an area \(S\) of the face fully diffuse, without overlap. The remaining fraction \(1-NS\) reflects as before, so

\[
q'=q(1-NS),\qquad S=\frac{q-q'}{qN}=\frac{0.0215}{0.5\times1\ \text{nm}^{-2}}=0.043\ \text{nm}^2 .
\]

One (111) surface atom occupies 0.056 nm². If the patch is equally diffuse at all angles, as assumed here, one smaller than a surface atom per adsorbate is enough. A defect that disturbs grazing electrons less than others would need a larger patch. So would a top face that starts less specular: the comparison holds for \(q=0.5\), while at \(q=0.2\) the required area is already larger than a surface atom. This is a required size, not a prediction for a particular adsorbate. Surface scattering can supply a percent-level change at this coverage if each adsorbate disturbs such an area, but this does not prove that scattering is the cause in a given measurement. The route also needs some specularity to lose: if the clean top face is already fully diffuse, \(q=0\) and the adsorbates cannot lower it.

## What the estimate leaves out

**Reflection altered by the transferred charge.** Treated as a smooth sheet and screened by the positive charge that the missing electrons leave behind, the negative adsorbates produce a potential bump of about 1.0 eV at the face. Real adsorbates at this coverage sit about 1 nm apart, which is many screening lengths, so the potential is higher beneath each one and lower between them. An electron approaching the smooth bump has kinetic energy \(E_Fu^2\) in its motion along the normal. A classical particle would turn back before reaching the face if \(u<\sqrt{1.01/7.05}=0.38\). The electron wave still reaches the face in part, because the bump is much thinner than the wavelength \(2\pi/k_F=0.46\) nm. On a perfectly flat face, a smooth bump leaves the motion along the film intact, so the reflection stays specular. On a rough face, or with the uneven potential of separate adsorbates, the specularity may change, and this estimate gives neither the size nor the sign of the change. Part (b) held the specularity fixed, so the bound does not cover any change of this kind. Charge transfer could thus matter for resistance through scattering even when the number of carriers lost is negligible.

**Discrete subbands.** Confinement across the film allows wavevectors spaced by \(\pi/d\), which gives 43 occupied subbands. One subband is 2.3 % of the total. In a film of perfectly uniform thickness, moving one subband edge through the Fermi level could therefore change the scattering by a percent-level amount. Successive edges are separated by a thickness change of \(\pi/k_F=0.231\) nm, and \(\delta\) is about 5 % of this. The semiclassical result ignores these steps. For free electrons, thickness variations of a single (111) layer, 0.208 nm, do not average over them well: one layer is 0.90 of the separation, so it brings the edges almost back to where they were. A film with only a few different thicknesses therefore needs a separate calculation.

**Temperature.** If \(l\propto1/T\), then \(G\propto lF(d/l)\) gives \(d\ln G/d\ln l=1-\eta\). The resistance drifts by \((1-\eta)/T=0.622/300\), or 0.21 % per kelvin. With this scaling, a warming of about 0.8 K produces the same rise as the surface depletion in the layer model, and for real copper, whose bulk resistivity rises by nearer 0.38 % than 0.33 % per kelvin at room temperature, about 0.7 K is enough. An experiment looking for the carrier loss must control temperature more closely than that. Thermal smearing of the Fermi edge changes the bulk conductivity integral by only about 0.002 % at fixed chemical potential, and not at all at fixed carrier density if the relaxation time is constant.

**Comparison with real copper films.** The model's bulk resistivity of 1.69 µΩ cm is close to the rough room-temperature value for copper, 1.7 µΩ cm. Its film resistivity is \(1.69/0.5735=2.9\) µΩ cm. Polycrystalline films this thin can lie well above that, because grain boundaries add scattering that the model omits. If this is represented by a shorter \(l\), then \(k\) and \(\eta\) change, but the first-order surface-depletion result \((1+\eta)x\) remains between 0.12 % and 0.24 %. The specularity of 0.5 is a choice, and real values depend on how the surface was prepared. A full electron per adsorbate is also an assumption; a smaller transfer reduces \(x\) in proportion. Finally, copper's Fermi surface is not a sphere, so the limit of 2 on the response, derived for free electrons with either a sharp depleted layer or a uniform loss, is not a theorem for the real metal or for a graded profile. Such corrections would have to raise the response to about 8.5 before carrier loss alone gave 1 % in the stated film; their size is not calculated here.

The full set of values is in the numerical output below.

## Numbers as computed

```
lattice constant (rough input): 0.361 nm
mean free path (rough input): 39 nm
film thickness: 10 nm; adsorbates: 1 per nm^2
specularities p, q (chosen): 0.5, 0.5
carrier density n: 85.0 per nm^3
carriers per film area n d: 850 per nm^2
carrier loss x: 0.1176 %
equivalent thickness loss N/n: 0.01176 nm
Fermi wavevector: 13.60 per nm
Fermi energy: 7.05 eV
Fermi velocity: 1.575 nm/fs
relaxation time: 24.8 fs
bulk resistivity from inputs: 1.69 uOhm cm
density from counted states: 85.0 per nm^3
thermal smearing error at 300 K: 0.00166 %
screening length, formula: 0.0553 nm
screening length, nonlinear solution: 0.0553 nm
missing charge within 3 screening lengths: 94.9 %
density drop at the face, nonlinear: 20.7 %
density drop at the face, linear: 21.3 %
potential bump at the face: 1.01 eV
thickness over mean free path k: 0.2564
F, closed formula: 0.57350
F, marched Boltzmann equation: 0.57350
eta: 0.3784
eta range over test films: 0.00038 to 0.86369
sheet resistance, clean film: 2.939 ohm
R rise, surface depletion: 0.1624 %
R rise, surface depletion: 4.77 mohm
R rise, uniform depletion, r = -0.5: 0.0785 %
R rise, uniform depletion, r = 0.0: 0.1029 %
R rise, uniform depletion, r = 1.5: 0.1762 %
upper bound on R rise, one face: 0.2356 %
upper bound on R rise, two faces: 0.4721 %
coverage for 1 % carrier loss: 8.50 per nm^2
thickness for 1 % carrier loss: 1.18 nm
(111) surface atoms: 17.72 per nm^2
example coverage: 5.6 % of a monolayer
carrier loss for a full monolayer: 2.08 %
top specularity giving a 1 % rise: 0.4785
specularity drop needed: 0.0215
diffuse area needed per adsorbate: 0.0430 nm^2
area of one (111) surface atom: 0.0564 nm^2
rise checked by marched equation: 1.000 %
R drift with temperature: 0.2072 % per K
warming that mimics surface depletion: 0.78 K
occupied subbands: 43
one subband as share of all: 2.33 %
thickness change per subband: 0.231 nm
(111) layer spacing: 0.208 nm
```
